# Large subgap conductance does not prove a soft superconducting gap

**Q:** Suppose a contact between a semiconductor and a superconducting film conducts better at zero bias than it does with the film driven normal. A hard gap has no states at that energy, so nothing should carry the current. I conclude that the gap is soft, full of subgap states.

**A:** What rule takes you from conductance to density of states?

**Q:** The tunnelling rule. If $N_S(E)$ is the density of states of the superconductor and $N_0$ its normal-state value, then at zero temperature and bias $V$,
$$\frac{G_S(V)}{G_N}=\frac{N_S(eV)}{N_0}.$$

**A:** That rule is the lowest order in the transmission $T$ of the contact. It counts single electrons entering single-particle states. A second process has a probability of order $T^2$ and needs no such states: an electron arrives, a hole goes back, and a charge $2e$ joins the condensate as a pair. This is Andreev reflection. In an open contact $T^2$ is not small, so the rule has lost its basis.

**Q:** Then build me a contact whose gap is hard beyond dispute, and calculate its conductance.

**A:** Take one spin-degenerate mode and an s-wave superconductor with real pair potential $\Delta>0$. Energies $E$ are measured from its chemical potential, and $\Delta$ is much smaller than the Fermi energy. Near the wavevector $+k_F$, write the electron and hole amplitudes as $(u,v)\,e^{i(k_F+q)x}$. With $v_F$ the Fermi velocity, the linearized Bogoliubov-de Gennes equations are
$$\hbar v_Fq\,u+\Delta v=Eu,\qquad \Delta u-\hbar v_Fq\,v=Ev.$$
A nonzero solution requires $E^2=\Delta^2+(\hbar v_Fq)^2$. A travelling wave has real $q$, hence $|E|\ge\Delta$. The bulk has no states inside the gap, which is what "hard" means here.

**Q:** And an electron that arrives with $|E|<\Delta$?

**A:** Its wave enters the superconductor and dies out. Put the superconductor at $x>0$, with no barrier yet. Decay requires $q=i\kappa$ with $\hbar v_F\kappa=\sqrt{\Delta^2-E^2}$. On the normal side there is an incoming electron of amplitude 1 and a returning hole of amplitude $\alpha$. The linearized equations are first order in $x$, so matching means continuity of the two amplitudes, and $\alpha=v/u$. The first equation gives
$$\alpha=\frac{E-\hbar v_Fq}{\Delta}=\frac E\Delta-i\sqrt{1-\frac{E^2}{\Delta^2}},\qquad |\alpha|=1 .$$
The electron returns as a hole with certainty. For an incoming hole, which lives near $-k_F$, the sign of $\hbar v_Fq$ is reversed in both equations. The second then gives $u/v=(E-\hbar v_Fq)/\Delta$, the same $\alpha$.

**Q:** A real contact also has a barrier.

**A:** Place it just in front of the superconductor. Let $r$ and $r'$ be its electron reflection amplitudes from the normal and superconducting sides, and $t$ its transmission amplitude, equal both ways by time-reversal symmetry. Then $T=|t|^2$ and $R=|r|^2=|r'|^2=1-T$. I take them constant over energies of order $\Delta$. Holes then have the complex-conjugate amplitudes.

An electron passes the barrier ($t$), becomes a hole ($\alpha$), and may leave ($t^*$). If the hole is instead reflected ($r'^*$), it becomes an electron ($\alpha$), which may be reflected ($r'$) and start again. Each full round multiplies the amplitude by $r'^*\alpha\,r'\alpha=R\alpha^2$, so the total amplitude for a hole to come back is
$$r_{he}=T\alpha\,(1+R\alpha^2+R^2\alpha^4+\dots)=\frac{T\alpha}{1-R\alpha^2}.$$
For an electron to come back, add the direct reflection to the paths that leave after an even number of conversions:
$$r_{ee}=r+\frac{t^2r'^*\alpha^2}{1-R\alpha^2}.$$
Unitarity of the barrier requires $r^*t+t^*r'=0$. Hence $r'^*=-rt^*/t$ and $t^2r'^*=-rT$. Using $R+T=1$,
$$r_{ee}=r\,\frac{1-R\alpha^2-T\alpha^2}{1-R\alpha^2}=r\,\frac{1-\alpha^2}{1-R\alpha^2}.$$

**Q:** How do these amplitudes become a conductance?

**A:** A reflected electron takes away current; a reflected hole has the opposite charge and adds to it. With the whole voltage across the contact, at zero temperature and $E=eV$,
$$G_S=\frac{2e^2}{h}\left(1-|r_{ee}|^2+|r_{he}|^2\right),\qquad G_N=\frac{2e^2}{h}T .$$
$G_N$ belongs to the same contact with $\Delta=0$. A magnetic field that drives a real film normal can change the contact too: in a mode with a Fermi energy of 5 meV and a $g$-factor of 50, a field of 2.4 T lowers the spin-averaged $T$ of a thin barrier from 0.95 to 0.91. Inside the gap nothing propagates into the superconductor, so $|r_{ee}|^2+|r_{he}|^2=1$ and $G_S=(4e^2/h)|r_{he}|^2$. Write $\alpha=e^{-i\varphi}$ with $\cos\varphi=E/\Delta$. Then
$$|1-R\alpha^2|^2=1+R^2-2R\cos2\varphi=(1-R)^2+4R\sin^2\varphi,$$
and therefore
$$G_S=\frac{4e^2}{h}\,\frac{T^2}{T^2+4(1-T)(1-E^2/\Delta^2)}.$$

**Q:** When is that larger than $G_N$?

**A:** At $E=0$ the denominator is $T^2-4T+4=(2-T)^2$, so
$$\frac{G_S(0)}{G_N}=\frac{2T}{(2-T)^2}.$$
This exceeds 1 when $2T>4-4T+T^2$, that is, when $T^2-6T+4<0$. The roots are $3\pm\sqrt5$, and one of them lies between 0 and 1. The condition is $T>3-\sqrt5\approx0.764$.

For $T<1$ the denominator falls as $|E|$ grows, so zero bias is the lowest point within the gap. Above the threshold, the whole subgap region conducts better than the normal contact. At $T=1$ the ratio is 2 throughout the gap: each electron sends back a hole.

**Q:** But my tunnelling rule works for ordinary junctions. Does it come out of the same theory?

**A:** It does. For $E>\Delta$ put $s=\sqrt{E^2-\Delta^2}$. The transmitted wave must move away from the contact, which selects $\hbar v_Fq=+s$, so $\alpha=(E-s)/\Delta$ is real. Since $\Delta^2=(E-s)(E+s)$, we have $\alpha^2=(E-s)/(E+s)$. Over the common denominator $(1-R\alpha^2)^2$, the electron part of the numerator is
$$(1-R\alpha^2)^2-R(1-\alpha^2)^2=1-R+R^2\alpha^4-R\alpha^4=T(1-R\alpha^4).$$
Adding the hole part $T^2\alpha^2$ gives
$$T(1+T\alpha^2-R\alpha^4)=T(1+\alpha^2)(1-R\alpha^2).$$
One factor cancels, so
$$\frac{G_S}{G_N}=\frac{1+\alpha^2}{1-R\alpha^2}=\frac{2E}{TE+(2-T)\sqrt{E^2-\Delta^2}}.$$
For fixed $E>\Delta$ and $T\to0$ this becomes $E/\sqrt{E^2-\Delta^2}$, the BCS density of states. For fixed $|E|<\Delta$ the ratio vanishes in proportion to $T$. Your rule is the closed-contact limit.

**Q:** Please give me numbers for an open contact.

**A:** Take a one-mode semiconductor point contact to a thin aluminium film, with $\Delta=0.20$ meV and $T=0.95$. The conductance unit $2e^2/h$ is 77.48 µS, so $G_N=0.95\times77.48=73.6$ µS. At zero bias the Andreev probability is
$$|r_{he}|^2=\frac{0.95^2}{1.05^2}=0.819,$$
and $G_S=2\times0.819\times77.48=126.9$ µS. The ratio is 1.72.

| $E$ (meV) | $G_S$ (µS) | $G_S/G_N$ |
|---|---|---|
| 0 | 126.9 | 1.72 |
| 0.1 | 132.9 | 1.81 |
| 0.2 | 155.0 | 2.11 |
| 0.4 | 79.2 | 1.08 |
| 1.0 | 74.4 | 1.01 |

At the gap edge the model gives $4e^2/h$ for any nonzero $T$. At five times the gap, the conductance is within about 1% of $G_N$.

**Q:** Is it the large total conductance that matters?

**A:** No, it is the transmission of each mode, or, if the contact mixes the modes, each eigenvalue of $t^\dagger t$. Keep $G_N=73.6$ µS but divide it between two modes with $T=0.475$ each. The zero-bias conductance is then 30.1 µS, and the ratio falls to 0.41 with the same hard gap. An uneven split, 0.90 and 0.05, gives 1.41.

**Q:** I would certainly have called that one soft.

**A:** You could even have fitted its zero-bias value. The Dynes description of a soft gap replaces $E$ by $E+i\Gamma$ in the superconductor, which gives
$$\frac{N_S(0)}{N_0}=\frac{\Gamma}{\sqrt{\Gamma^2+\Delta^2}}.$$
Take a hard-gap contact with $T=0.5$. Its ratio is $\rho=1/1.5^2=0.444$. The tunnelling rule would assign it $\Gamma=\rho\Delta/\sqrt{1-\rho^2}=0.099$ meV, half the gap, although the true $\Gamma$ is zero. The match fails at the gap edge, where the hard-gap ratio reaches 4 and this Dynes density is about 1. For the contact with ratio 1.72 no $\Gamma$ fits, because the Dynes density at zero energy stays below $N_0$.

**Q:** Suppose a local probe did find subgap states at the interface. Would that settle the matter?

**A:** Not by itself. The decaying wave has a squared amplitude proportional to
$$e^{-2\kappa x}=e^{-2x/\xi_E},\qquad \xi_E=\frac{\hbar v_F}{\sqrt{\Delta^2-E^2}}.$$
States of the normal lead therefore give the superconductor a subgap density near the contact. In this clean one-mode model it disappears with depth, but slowly: for $\Delta=0.20$ meV, $\xi_0$ is 0.8 µm with the semiconductor velocity used below and 6.7 µm with that of clean aluminium. A real thin aluminium film is disordered, and for a mean free path of 5 to 20 nm the decay length is only of order 100 nm. The model takes the superconductor to extend well beyond $\xi_E$. In a thin film this can hold only along the film, not across its thickness. A soft bulk gap would leave a density that persists far from the interface.

**Q:** May I then turn the argument round and say that a conductance above $G_N$ proves a hard gap?

**A:** Let us put softness into the open contact and see. At $E=0$ the Dynes replacement gives $\alpha=-i\sqrt B$, with
$$B=\left(\sqrt{1+\Gamma^2/\Delta^2}-\Gamma/\Delta\right)^2 .$$
Now $\alpha^2=-B$ and $|\alpha|^2=B$. The numerator of the conductance becomes
$$(1+RB)^2-R(1+B)^2+T^2B=T(1-RB^2)+T^2B=T(1+B)(1-RB),$$
and so
$$\frac{G_S(0)}{G_N}=\frac{(1+B)(1-RB)}{(1+RB)^2}.$$
For $\Gamma=0.1\Delta$ and $T=0.95$ the ratio is 1.61, still well above 1. Hard-gap contacts give 1.11 at $T=0.80$ and 1.72 at $T=0.95$, and their ratio varies continuously with $T$. Some hard-gap contact between these two therefore also gives 1.61. Without an independent value of $T$, this zero-bias ratio cannot tell a hard gap from a moderately soft one. It only bounds $\Gamma$: the ratio is largest at $T=1$, where it equals $1+B$, so 1.61 requires $\Gamma\le0.25\Delta$ in this model.

**Q:** Here softness lowered the conductance. I expected subgap states to raise it.

**A:** They do both: they open a single-particle path and they weaken Andreev reflection. To see which wins for small $\Gamma$, differentiate the logarithm of the ratio at $B=1$:
$$\frac{d}{dB}\ln\frac{G_S}{G_N}=\frac12-\frac{R}{1-R}-\frac{2R}{1+R}=\frac{1-6R+R^2}{2(1-R^2)}.$$
Softening reduces $B$, since $B\approx1-2\Gamma/\Delta$. It therefore lowers the conductance when $1-6R+R^2>0$. This means $R<3-2\sqrt2$, or $T>2\sqrt2-2\approx0.828$. Below that transmission, weak softening raises the conductance, as you expected.

**Q:** What measurement would tell the two apart?

**A:** Close the contact while leaving the superconductor unchanged. For a hard gap, $2T/(2-T)^2\to T/2$. For a soft gap set $R\to1$, which gives
$$\frac{1-B}{1+B}=\frac{\Gamma}{\sqrt{\Gamma^2+\Delta^2}},$$
because $1/\sqrt B$ and $\sqrt B$ differ by $2\Gamma/\Delta$ and add up to $2\sqrt{1+\Gamma^2/\Delta^2}$. The hard-gap ratio keeps falling, and becomes proportional to $T$ once $T$ is below about 0.1. At larger $T$ proportionality is no sign of hardness: from $T=0.5$ to 0.2, a factor 2.5, the hard ratio in the table below falls by 3.6 and the soft one by 2.4. The soft-gap ratio falls too, but levels off: it is within 10% of its plateau once $T$ is below about $0.2\,\Gamma/\Delta$.

| $T$ | hard | $\Gamma=0.1\Delta$ |
|---|---|---|
| 0.95 | 1.723 | 1.610 |
| 0.80 | 1.111 | 1.123 |
| 0.50 | 0.444 | 0.541 |
| 0.20 | 0.123 | 0.229 |
| 0.02 | 0.010 | 0.110 |

At $T=0.02$ the two differ by a factor of about eleven; at $T=0.95$, by 7% of the hard value. The test assumes one mode, no charging, no localized level in the barrier, and a temperature far below the gap. Thermally excited quasiparticles give a hard gap a plateau too: for $\Delta=0.20$ meV it lies near 0.003 at 0.3 K and 0.055 at 0.5 K (0.058 if the gap shrinks with temperature as in BCS theory), while at 0.05 K none appears down to $T=10^{-4}$. The signal shrinks as $T^2$: the hard-gap $G_S(0)$ is 16 nS at $T=0.02$ and 0.4 pS at $T=10^{-4}$. A level narrower than $\Delta$ would break the assumption of constant $T$.

**Q:** How much of the 1.72 survives in a device that is warm, long and wired up?

**A:** I change one thing at a time and hold $T$ at 0.95.

- **Temperature.** At 0.05 K, $k_BT_{\rm th}=0.0043$ meV, where $T_{\rm th}$ is the temperature. Numerical averaging of $G_S(E)$ over the thermal window $-\partial f/\partial E$, with $f$ the Fermi function, changes the zero-bias conductance by 0.03%.
- **Residual broadening.** $\Gamma=0.002$ meV lowers it by 0.7%.
- **Low Fermi energy.** With 5 meV, $\Delta/E_F=0.04$. I solved the scattering problem numerically on a tight-binding chain near its band bottom, with this ratio on both sides. With a weakened bond as the barrier, the zero-bias conductance is 1.8% below the formula (1.7% closer to the band bottom). The sign depends on the reflection phase of the barrier: a thin attractive barrier of the same $T$ puts it above by a similar amount, 1.65% in a parabolic band.
- **Length.** Let a clean normal region of length $L=100$ nm separate barrier and superconductor. The electron and hole wavevectors differ by $2E/\hbar v_F$, so $\varphi$ becomes $\varphi-\theta$ with $\theta=2EL/\hbar v_F$. A mass of $0.03\,m_e$ gives $v_F=\sqrt{2E_F/m}=2.4\times10^5$ m/s. At 0.1 meV, $\theta=0.125$ and the conductance rises by 2.2%. At zero bias $\theta=0$, and in the linearized equations nothing changes. At a Fermi energy of 5 meV the correction of the previous item instead oscillates with $L$, between about $-1.7\%$ and $+1.7\%$, with a period of half a Fermi wavelength, 50 nm.
- **Wiring.** A series resistance $R_s=200$ Ω turns $G$ into $G/(1+GR_s)$. The two conductances become 123.7 and 72.5 µS, and their ratio 1.71.

None of these removes the excess.

**Q:** Are these the parameters of a real contact?

**A:** The gap is a rough typical size for a thin aluminium film, and the mass and Fermi energy are round values of the kind found in narrow-gap semiconductors. A transmission of 0.95 is demanding, and a clean interface is not enough. At an abrupt one-dimensional junction between this semiconductor and free-electron aluminium ($E_F=11.7$ eV), the mismatch of Fermi velocities alone limits $T$ to 0.38 and the ratio to 0.29. A value near 0.95 needs a much higher Fermi energy in the semiconductor (0.14 eV for a parabolic band of this mass, while in the non-parabolic band of a narrow-gap material the velocity saturates: for this mass and a band gap of 0.42 eV, matching of envelope functions gives 0.21 eV, but matching of group velocities never gives more than $T=0.91$), or a mode that runs on into semiconductor made superconducting by the film above it. Filtered cryogenic wiring can have far more than 200 Ω, which must be subtracted before any ratio is formed. The assumption most at risk is the constant, high transmission, because disorder and gate voltage both alter it. If $T$ is really 0.80, the hard-gap ratio drops from 1.72 to 1.11; at 0.50 it is 0.44. The semiconductor beneath the film may also have an induced gap smaller than that of aluminium. If that gap has the BCS form, the energy scale shrinks but the zero-bias ratio stays the same, since $2T/(2-T)^2$ does not contain $\Delta$.

**Q:** So with my original contact, I should first find out how many modes it has and how well each transmits.

**A:** Yes. For a single mode, the conductance well above the gap, corrected for the wiring, gives $T$, provided $T$ stays constant up to that bias. The bias must be high: even for a constant $T=0.95$, the remaining Andreev excess makes the reading 0.960 at five times the gap, which would predict a ratio of 1.78 instead of 1.72, and 1.74 at ten times the gap. At a low Fermi energy $T$ also drifts: with 5 meV and a thin barrier of $T=0.95$ at zero energy, $T$ is 0.958 at 1 meV, and the two effects together give a reading of 0.968 and a predicted ratio of 1.82. At the opposite bias, $-1$ meV, $T$ is 0.938 and the two effects nearly cancel: the reading is 0.949 and the predicted ratio 1.72. Compare the zero-bias value with the hard-gap formula at that $T$, then close the contact and see whether the ratio keeps following $2T/(2-T)^2$, which tends to $T/2$. If it does so down to some small $T$, the bound on $\Gamma$ is set by that $T$ and by the precision: $\Gamma/\Delta\approx0.5\,T$ doubles the ratio, and $\Gamma/\Delta\approx0.05\,T$ raises it by 10%.
